\section*{Why crater-wall signals limit dynamic range in sputter depth profiling}

\section{A clean floor beside a rich rim}

An ion beam is rastered over a film, and the ions it releases are counted while the crater deepens. Suppose that an impurity is concentrated near the surface and falls steeply with depth. After a while the crater floor is almost free of it. The edge of the crater is in a different state: only the weak tails of the beam reach it, so it has been eroded much less and still exposes the impurity-rich top of the film. An electronic or optical gate should reject ions from there, but no gate rejects all of them. A small leaked fraction of a large concentration then competes with the full signal of a very small one.

The two signals fall at different rates. The floor follows the true profile down, while the surroundings lag behind in depth. However small the leak, a sufficiently steep and deep profile falls below it. The questions are where this happens, what false profile follows, and which changes of the measurement help.

\section{What the detector reads}

Let $u(\mathbf r)$ be the time-averaged beam flux at a point, divided by the flux on the flat floor. The sputter yield and the ionization probability are taken as constant. Redeposition, atomic mixing, roughness, residual gas and detector background are left out. The erosion speed is then proportional to flux: when the floor is at depth $z$, a point with relative flux $u$ is at depth $uz$.

The ion emission per unit area is also proportional to $u$, and to the concentration $c(uz)$ exposed there. If the gate accepts ions from $\mathbf r$ with weight $G(\mathbf r)$, the signal divided by that of a uniform sample of unit concentration is
\begin{equation}
S(z)=\frac{\int G\,u\,c(uz)\,dA}{\int G\,u\,dA}.
\label{signal}
\end{equation}
Beam current, counting time and detection efficiency multiply the signal of every point alike and cancel. Longer counting reduces the statistical scatter, but it leaves the ratio of leaked to wanted signal unchanged. The same holds for a stronger beam of unchanged shape.

The algebra is in atomic units, with lengths in bohr. Each relation holds in any consistent length unit, and numerical lengths are given in angstrom. No energy enters this model.

\section{The smallest model: one shallow area}

Let the floor have relative rate 1, and let one shallow area have rate $\beta<1$. Let $r$ be the gate-weighted size of the shallow area divided by that of the floor. The emissions have the ratio $\beta r:1$, so the shallow fraction is
\begin{equation}
\varepsilon_2=\frac{\beta r}{1+\beta r},\qquad
S(z)=(1-\varepsilon_2)c(z)+\varepsilon_2c(\beta z).
\end{equation}
For $c(z)=c_0e^{-z/\lambda}$, the two parts are equal when
\begin{align}
(1-\varepsilon_2)e^{-z_2/\lambda}&=\varepsilon_2e^{-\beta z_2/\lambda},\\
e^{(1-\beta)z_2/\lambda}&=\frac{1-\varepsilon_2}{\varepsilon_2}=\frac1{\beta r},\\
z_2&=\frac{\lambda}{1-\beta}\ln\frac1{\beta r}.
\end{align}
The second line follows on dividing by $\varepsilon_2e^{-z_2/\lambda}$, and the third on taking the logarithm. With the dynamic range defined as the true fall in concentration down to the crossing,
\begin{equation}
D_2=\frac{c(0)}{c(z_2)}=e^{z_2/\lambda}=\left(\frac1{\beta r}\right)^{1/(1-\beta)}.
\end{equation}

Take $\lambda=100$ angstrom, $\beta=0.1$ and $r=10^{-3}$. Then $1/(\beta r)=10^4$, and $z_2=100\times9.210/0.9=1023$ angstrom. The range is $D_2=2.8\times10^4$. Far beyond the crossing the signal decays as $e^{-\beta z/\lambda}$, with the false decay length $\lambda/\beta=1000$ angstrom.

The limit $\beta\to0$ needs care. At fixed $\varepsilon_2$ the leak becomes a constant background $\varepsilon_2c_0$. At fixed area, however, $\varepsilon_2$ vanishes with $\beta$, because a place that receives no beam emits nothing. A harmful place must be hit weakly enough to stay shallow and strongly enough to emit.

\section{A continuous crater wall}

A real edge contains all erosion rates between 0 and 1. Let the floor be a square of side $L$, and let the flux outside an edge fall as $u=e^{-s/\ell}$, with $s$ the distance from that edge. Outside a corner, at distances $s_1$ and $s_2$ from the two edge lines, $u=e^{-(s_1+s_2)/\ell}$. The gate has weight 1 in a central window of area $A$ and a constant small weight $g$ elsewhere.

The flux integrals are $L\int_0^\infty e^{-s/\ell}ds=L\ell$ for each side and $\ell^2$ for each corner. The denominator of Eq.~\eqref{signal} is therefore
\begin{equation}
N=A+g\left(L^2-A+4L\ell+4\ell^2\right).
\end{equation}
The numerator from the four sides is
\begin{equation}
4gL\int_0^\infty e^{-s/\ell}\,c\!\left(ze^{-s/\ell}\right)ds
=\frac{4gL\ell}{z}\int_0^z c(t)\,dt .
\end{equation}
Here $t=ze^{-s/\ell}$ is the local depth, so $e^{-s/\ell}ds=-\ell\,dt/z$; reversing the limits removes the minus sign.

For a corner, put $q=s_1+s_2$. At fixed $q$, $s_1$ runs from 0 to $q$, which gives a factor $q$. With $t=ze^{-q/\ell}$ and $q=\ell\ln(z/t)$, the four corners give
\begin{equation}
4g\int_0^\infty q\,e^{-q/\ell}c\!\left(ze^{-q/\ell}\right)dq
=\frac{4g\ell^2}{z}\int_0^z\ln\frac zt\,c(t)\,dt .
\end{equation}
Define $\kappa=4gL\ell/N$, $\delta=\ell/L$ and $\varepsilon=\kappa(1+\delta)$. The last is the share of all accepted emission from a uniform sample that comes from outside the floor. Dividing by $N$ gives
\begin{equation}
S(z)=(1-\varepsilon)c(z)+W(z),\quad
W(z)=\frac{\kappa}{z}\int_0^z c(t)\left[1+\delta\ln\frac zt\right]dt .
\label{general}
\end{equation}
Apart from the corner term, the wall reports $\kappa$ times the mean concentration of everything the floor has passed through. It is a memory of the profile.

Since $\int_0^z\ln(z/t)\,dt=z$, the weights in $W$ add up to $\varepsilon$. Hence
\begin{equation}
S(z)-c(z)=\frac{\kappa}{z}\int_0^z[c(t)-c(z)]\left[1+\delta\ln\frac zt\right]dt .
\label{error}
\end{equation}
A uniform profile has no error. A profile that never rises with depth is never underestimated.

\section{The steep profile and its limit}

For $c=c_0e^{-t/\lambda}$, put $x=z/\lambda$. The first integral in $W$ is $\lambda(1-e^{-x})$. The second is integrated by parts, with $\lambda(1-e^{-t/\lambda})$ as the integral of the exponential. The boundary terms vanish: the logarithm is zero at $t=z$, and $t\ln t\to0$ at the surface. What remains is
\begin{equation}
\int_0^z e^{-t/\lambda}\ln\frac zt\,dt
=\lambda\int_0^x\frac{1-e^{-v}}v\,dv\equiv\lambda\,\mathrm{Ein}(x),
\end{equation}
so that
\begin{equation}
W=\frac{\kappa c_0}{x}\left[1-e^{-x}+\delta\,\mathrm{Ein}(x)\right].
\label{wall}
\end{equation}
For small $x$, $\mathrm{Ein}(x)\simeq x$ and $W\to\varepsilon c_0$. For large $x$, $\mathrm{Ein}(x)\simeq\ln x+\gamma$, with $\gamma\simeq0.577$ Euler's constant. The wall signal then falls nearly as $1/z$, while the floor signal falls exponentially.

To see that they cross once, write the local depth as $t=uz$ and divide by the floor signal:
\begin{equation}
\frac{W}{(1-\varepsilon)c}=\frac{\kappa}{1-\varepsilon}
\int_0^1e^{(1-u)x}\left(1-\delta\ln u\right)du .
\end{equation}
The integrand is positive and grows with $x$ for every $u<1$. The ratio starts at $\varepsilon/(1-\varepsilon)$, which is below 1 if $\varepsilon<1/2$, and grows without limit. There is thus one crossing $x^*=z^*/\lambda$, with $D=e^{x^*}$. Since $\lambda$ enters only through $x$, the range does not depend on the sharpness of the exponential. A sharper profile reaches the same limit at a smaller depth.

For small $\kappa$, dropping $e^{-x}$ and the corner term in Eq.~\eqref{wall} leaves
\begin{equation}
(1-\varepsilon)e^{-x^*}\simeq\frac{\kappa}{x^*},\qquad
x^*-\ln x^*\simeq\ln\frac{1-\varepsilon}{\kappa}.
\label{approx}
\end{equation}
The root with $x^*>1$ is $x^*\simeq-W_{-1}[-\kappa/(1-\varepsilon)]$, where $W_{-1}$ is the lower real branch of the Lambert function.

\section{How large the effect is}

Take the round values $\lambda=100$ angstrom, $L=3\times10^6$ angstrom, a gate window of side $10^6$ angstrom, $\ell=10^5$ angstrom and $g=10^{-4}$. Then $N=1.0009\times10^{12}$ square angstrom and
\begin{equation}
\kappa=\frac{4\times10^{-4}\times3\times10^6\times10^5}{1.0009\times10^{12}}
=1.199\times10^{-4}.
\end{equation}
With $\delta=1/30$, $\varepsilon=1.24\times10^{-4}$. Concentrations below are relative to $c_0$.

\begin{center}
\begin{tabular}{rccc}
$z$ (angstrom) & true $c$ & wall $W$ & $S/c$\\
500 & $6.74\times10^{-3}$ & $2.56\times10^{-5}$ & 1.004\\
1000 & $4.54\times10^{-5}$ & $1.31\times10^{-5}$ & 1.29\\
1500 & $3.06\times10^{-7}$ & $8.87\times10^{-6}$ & 30\\
2000 & $2.06\times10^{-9}$ & $6.71\times10^{-6}$ & $3.3\times10^3$
\end{tabular}
\end{center}

Between 1000 and 2000 angstrom the true concentration falls by a factor of about 22\,000, and the wall signal by about 2. The crossing is at $z^*=1136$ angstrom (2147 bohr), where $D=8.6\times10^4$. Equation~\eqref{approx} gives 1147 angstrom; the small difference is mainly the omitted corners. At the crossing the reading is already about twice the true value. If the wall may reach only 10\% of the floor signal, the profile is usable to 882 angstrom, and the range shrinks to $6.7\times10^3$.

The range exceeds $1/\varepsilon\simeq8\times10^3$ because the wall signal has itself fallen by the time of the crossing. Treating the leak as a constant background $\varepsilon c_0$ would be too pessimistic here.

Beyond the crossing the curve looks like a smooth, slowly decaying tail. Differentiating the logarithm of the large-$x$ wall signal gives its apparent decay length,
\begin{equation}
-\frac{W}{dW/dz}=z\left[1-\frac{\delta}{1+\delta(\ln x+\gamma)}\right]^{-1}.
\end{equation}
At 3000 angstrom this is 3091 angstrom, against a true value of 100. It grows with the depth reached, so it is no property of the material. At that depth 95\% of the wall signal comes from the top 300 angstrom of the film. Along a side, this material is exposed where $e^{-s/\ell}<0.1$, or more than $2.3\ell$ outside the floor edge. The source is the faint outer skirt of the crater.

Direct integration of Eq.~\eqref{signal} over a two-dimensional crater map was tested against the floor and wall formulas at six depths, and agreed to within one part in $10^8$. This tests the integration, not the physical assumptions. The values are listed in the numerical output.

\section{A buried layer}

Equation~\eqref{general} also covers profiles that rise and fall. Consider a Gaussian layer of unit height, centred at 1000 angstrom with a standard deviation of 100 angstrom. At its centre the reading is too low by $1.1\times10^{-4}$ of the true value, because the wall still exposes mostly clean material.

At 2000 angstrom the true value is $1.9\times10^{-22}$, but the reading is $1.5\times10^{-5}$. The side walls alone explain nearly all of it: the layer has area $\sqrt{2\pi}\times100=251$ angstrom, and $\kappa\times251/2000=1.50\times10^{-5}$. A long tail on the deep side of a buried layer can therefore be a wall signal, even when the surface itself is clean.

\section{What to do about it}

\paragraph{Improve the gate.} Differentiating Eq.~\eqref{approx} at nearly constant $1-\varepsilon$ gives $(1-1/x^*)\,dx^*=d\ln(1/\kappa)$, hence
\begin{equation}
\frac{d\ln D}{d\ln(1/\kappa)}\simeq\frac{x^*}{x^*-1}.
\end{equation}
Once $g$ is so small that $\kappa$ is proportional to it, a tenfold smaller leak gains somewhat more than a factor of ten, because the later crossing meets a weaker wall signal. Near $g=1$ the gain is smaller, since much of the accepted floor signal then also comes through the leak.

\begin{center}
\begin{tabular}{ccc}
$g$ & $z^*$ (angstrom) & $D$\\
1 (no gate) & 315 & 23\\
$10^{-2}$ & 626 & $5.2\times10^2$\\
$10^{-4}$ & 1136 & $8.6\times10^4$\\
$10^{-5}$ & 1386 & $1.04\times10^6$
\end{tabular}
\end{center}

The last step gains a factor of 12. For small $g$, $\kappa\simeq4gL\ell/A$, so at fixed $g$ shorter beam tails lower $\kappa$ in the same proportion as a smaller leak. Enlarging the window also lowers $\kappa$ in this formula, but only while $g$ stays the same. For an electronic gate, which counts only while the beam is inside the window, it does not: the leak is then the beam tail itself. With a margin $m$ between window and floor edge, the wall facing the window receives a flux proportional to $e^{-(s+m)/\ell}$ while the gate is open and to $e^{-s/\ell}$ in total, so its weight is about $e^{-m/\ell}$. In the example geometry $m=10\ell$ gives $4.5\times10^{-5}$. Halving $\ell$ gives $2\times10^{-9}$, and doubling the side of the window gives $6.7\times10^{-3}$, which far outweighs the larger accepted area. For such a gate a larger window shrinks the range, and shorter tails help exponentially.

\paragraph{Vary the gate as a diagnosis.} Equation~\eqref{error} is linear in $\kappa$ at fixed crater shape. If a tail changes when only the leak is changed, it contains a lateral contribution. The floor part $(1-\varepsilon)c$ of the normalized signal hardly responds while $\varepsilon$ is small. Raw counts must be normalized first, because $N$ itself grows with $g$, in the example by 9\% between $g=10^{-4}$ and $10^{-2}$. A constant detector background can imitate the effect if the gate window is changed as well: a smaller window accepts less signal, and the background then rises relative to it. The change of setting must actually alter $g$, or the comparison says nothing.

\paragraph{Do not rely on subtraction.} At 1500 angstrom the true signal is $3.06\times10^{-7}/8.87\times10^{-6}=3.4\%$ of the wall signal. An error of 3.4\% in the estimated wall signal is then as large as the concentration sought.

\paragraph{Remove the rich material first.} A wide crater can be sputtered to a depth $z_0$, and a smaller one started on its floor. The nearby surroundings then begin at concentration $c(z_0)$ instead of $c_0$. The rim of the wide crater still exposes $c_0$, however, so the flux that reaches it from the second crater must be small compared with $c(z_0)/c_0$. For an exponential profile, $c(z_0+t)=c(z_0)e^{-t/\lambda}$, so a smaller crater with the same $\kappa$ and $\delta$ offers nearly the same range $D$ again, from the lower starting level, if the margin between the two floor edges exceeds $\ell z_0/\lambda$ by several $\ell$. With the second crater as in the example, the same $\ell$ for both craters and $z_0=1136$ angstrom, a margin of $15\ell$ on every side is enough, but one of $5\ell$ leaves a second range of only about 150. It gives no data for depths less than $z_0$; these have to be recorded while the wide crater is sputtered, or in another crater.

\paragraph{Profile from the back.} If the film can be thinned and sputtered from its clean side, the concentration rises along the direction of sputtering. Equation~\eqref{error} then gives $S\le c$, while Eq.~\eqref{general} with $W\ge0$ gives $S\ge(1-\varepsilon)c$. The relative error from the wall is at most $\varepsilon$, here $1.24\times10^{-4}$, however steep the rise.

\section{Where the model stops}

The exact $1/z$ law of the sides belongs to exponential beam tails. Gaussian tails change it only by a logarithmic factor, with a local exponent near $-1.2$ at $x=10$ and $-1.1$ at $x=100$, and a tail $u=(1+s/\ell)^{-3}$ gives the slower $z^{-2/3}$. If the flux instead fell linearly to zero over a width $b$, then $u=1-s/b$ and the emission from a strip would be $u\,ds=b\,u\,|du|$. For the steep profile, the signal from the sides would be proportional to
\begin{equation}
\int_0^1u\,e^{-ux}du=\frac{1-(1+x)e^{-x}}{x^2},
\end{equation}
which falls as $1/x^2$. The wall still overtakes an exponential floor signal at large depth, but later: with $b=2\ell$, which keeps $\varepsilon$ as in the example, the crossing is at 1339 angstrom and $D=6.5\times10^5$. A quantitative correction therefore needs the measured beam tails and the gate's actual acceptance, which may vary with position.

Constant yields also require gentle slopes. On the sides the largest slope is $z/\ell$, or 0.03 at 3000 angstrom in the example. Redeposited atoms, mixing and detector background can set a limit of their own before the wall does. The range found here is thus what the wall alone would allow, for the stated beam and gate.

\section*{Calculated quantities}
\begin{verbatim}
profile decay length: 100 angstrom
floor side: 3.0e+06 angstrom
gate side: 1.0e+06 angstrom
beam tail length: 1.0e+05 angstrom
gate leakage weight g: 1.0e-04 (no unit)
corner parameter delta: 0.03333 (no unit)
kappa: 1.19889e-04; wall fraction eps: 1.23886e-04 (no unit)
two-area relative rate beta: 0.10 (no unit)
two-area accepted area ratio: 1.0e-03 (no unit)
two-area wall fraction: 9.99900e-05 (no unit)
two-area crossing: 1023.4 angstrom
two-area dynamic range: 2.7826e+04 (no unit)
two-area deep apparent decay: 1000.0 angstrom
depth/angstrom; relative true, floor, wall, total; total/true
200; 1.3534e-01, 1.3532e-01, 5.4468e-05, 1.3537e-01; 1.0003e+00
500; 6.7379e-03, 6.7371e-03, 2.5565e-05, 6.7627e-03; 1.0037e+00
1000; 4.5400e-05, 4.5394e-05, 1.3139e-05, 5.8534e-05; 1.2893e+00
1500; 3.0590e-07, 3.0586e-07, 8.8679e-06, 9.1737e-06; 2.9989e+01
2000; 2.0612e-09, 2.0609e-09, 6.7084e-06, 6.7105e-06; 3.2557e+03
3000; 9.3576e-14, 9.3565e-14, 4.5263e-06, 4.5263e-06; 4.8370e+07
gate leakage g; wall fraction; crossing/angstrom; dynamic range
1e+00; 1.2109e-01; 314.65; 2.3254e+01
1e-02; 1.1351e-02; 625.82; 5.2226e+02
1e-04; 1.2389e-04; 1136.37; 8.6139e+04
1e-05; 1.2399e-05; 1385.80; 1.0434e+06
main crossing: 1136.37 angstrom = 2147.4 bohr
Lambert crossing without corners: 1146.84 angstrom
wall equals 10 percent of floor at: 881.50 angstrom
range at 10 percent criterion: 6.7346e+03 (no unit)
range gain, g from 1e-4 to 1e-5: 12.113 (no unit)
log10 of that gain: 1.0833 (no unit)
sharper profile decay length: 50 angstrom
sharper profile crossing: 568.19 angstrom
sharper profile dynamic range: 8.6139e+04 (no unit)
apparent decay at 3000 angstrom: 3091.0 angstrom
wall signal share from top 300 angstrom: 0.9531 (no unit)
largest wall slope at 3000 angstrom: 0.0300 (no unit)
buried layer center: 1000 angstrom; standard deviation: 100 angstrom
buried layer at 1000 angstrom: true 1.000000e+00, measured 9.998912e-01 (relative)
buried layer at 2000 angstrom: true 1.928750e-22, measured 1.537560e-05 (relative)
\end{verbatim}
